# Roughness factor and inner-layer capacitance from a Parsons-Zobel plot

## Problem

An electrode stands in aqueous solutions of a 1:1 salt at 298.15 K. Its differential capacitance is measured at the potential of zero charge and divided by the geometric area, the area one would find with a ruler:

| \(c\) (mmol/L) | \(C\) (µF/cm²) |
|---:|---:|
| 2 | 10.69 |
| 5 | 15.74 |
| 10 | 20.66 |
| 20 | 26.52 |
| 50 | 35.43 |
| 100 | 42.65 |

The relative permittivity of the solution is 78.4, and each capacitance carries an independent relative error of 1%. Construct a Parsons-Zobel plot. Find the roughness factor \(R\), which is the true area divided by the geometric area, and the inner-layer capacitance \(C_H\) per unit of true area. Give the uncertainty of both.

Assume that no charge crosses the interface, that the salt is fully dissociated and not specifically adsorbed, that the whole surface has one potential of zero charge, and that \(C_H\) at zero charge does not depend on concentration. The roughness is gentle on the scale of the Debye length.

The data are synthetic. They were computed for a model electrode with known \(R\) and \(C_H\), so the answer can be judged at the end.

## A tempting solution

The interface is an inner layer in series with a diffuse layer. At zero charge the diffuse layer has the Gouy-Chapman capacitance

\[
C_{GC}=\varepsilon\kappa=\frac{\varepsilon}{\lambda},\qquad
\kappa^2=\frac{2ne^2}{\varepsilon k_BT},
\]

where \(\varepsilon\) is the absolute permittivity, \(n\) the number density of each ion, and \(\lambda=1/\kappa\) the Debye length. At 2 mmol/L, \(\lambda=6.798\) nm and

\[
C_{GC}=\frac{78.4\times 8.854\times10^{-12}\ \text{F/m}}{6.798\times10^{-9}\ \text{m}}
=0.1021\ \text{F/m}^2=10.21\ \text{µF/cm}^2 .
\]

The other concentrations follow in the same way. The plot has \(x=1/C_{GC}\) as abscissa and \(y=1/C\) as ordinate, both in cm²/µF:

| \(c\) | \(\lambda\) (nm) | \(C_{GC}\) | \(x\) | \(y\) |
|---:|---:|---:|---:|---:|
| 2 | 6.798 | 10.211 | 0.097929 | 0.093545 |
| 5 | 4.299 | 16.146 | 0.061936 | 0.063532 |
| 10 | 3.040 | 22.834 | 0.043795 | 0.048403 |
| 20 | 2.150 | 32.292 | 0.030968 | 0.037707 |
| 50 | 1.360 | 51.057 | 0.019586 | 0.028225 |
| 100 | 0.961 | 72.206 | 0.013849 | 0.023447 |

The points lie on a straight line. Its first and last points give

\[
b=\frac{0.093545-0.023447}{0.097929-0.013849}=0.8337,\qquad
a=0.023447-0.8337\times0.013849=0.0119\ \text{cm}^2/\text{µF}.
\]

Now the tempting argument. The inner layer is a molecular film next to the metal, and the diffuse layer is the part that spreads over the rough surface. So roughness enlarges the diffuse-layer capacitance:

\[
\frac1C=\frac1{C_H}+\frac1{R\,C_{GC}}\qquad\text{(wrong)}.
\]

The slope gives \(R=1/b=1.20\), and the intercept gives \(C_H=1/a=84\) µF/cm².

## Where the fault lies

Place two identical flat electrodes side by side, joined by a wire, and count the area of one of them as the geometric area. Then \(R=2\). The two capacitances add, so \(C\) doubles and \(1/C\) halves. Both terms of \(1/C\) must therefore halve. In the tempting formula the first one stays as it was.

The inner layer covers the same true surface as the diffuse layer, and its capacitance per geometric area is also enlarged by \(R\). The value 84 µF/cm² is a real property of this electrode, but it is \(RC_H\), not \(C_H\).

The data cannot expose the mistake. Both readings describe the same straight line with the same two coefficients, so they fit equally well. They differ in the meaning given to the intercept, and that must come from the physics.

## Right solution

### The diffuse layer

Let \(z\) be the distance from a flat surface, \(\phi\) the potential relative to the bulk solution, and \(u=e\phi/k_BT\). In the mean-field description the ions follow Boltzmann factors, so the charge density is

\[
\rho=ne\,(e^{-u}-e^{u})=-2ne\sinh u .
\]

Poisson's equation \(\phi''=-\rho/\varepsilon\), multiplied by \(e/k_BT\), becomes

\[
\frac{d^2u}{dz^2}=\frac{2ne^2}{\varepsilon k_BT}\sinh u=\kappa^2\sinh u .
\]

Multiply by \(du/dz\) and integrate from \(z\) to the bulk, where \(u\) and \(du/dz\) vanish:

\[
\frac12\left(\frac{du}{dz}\right)^2=\kappa^2(\cosh u-1)=2\kappa^2\sinh^2\frac u2 .
\]

The potential decays towards the bulk, so \(du/dz\) has the sign opposite to \(u\), and the root is \(du/dz=-2\kappa\sinh(u/2)\). With \(u_0\) the value at the inner edge of the diffuse layer, Gauss's law gives the charge on the metal per true area:

\[
\sigma=-\varepsilon\frac{d\phi}{dz}\bigg|_0=\frac{2\varepsilon\kappa k_BT}{e}\sinh\frac{u_0}2 .
\]

Differentiation with respect to \(\phi_0=k_BTu_0/e\) yields

\[
C_d=\frac{d\sigma}{d\phi_0}=\frac{e}{k_BT}\frac{d\sigma}{du_0}=\varepsilon\kappa\cosh\frac{u_0}{2}.
\]

At zero charge \(u_0=0\) and \(C_d=\varepsilon\kappa=C_{GC}\), as used above. Away from zero charge \(C_d\) is larger, which will matter below.

### The inner layer in series

The potential of the metal relative to the bulk is the drop across the inner layer plus \(\phi_0\). Without specific adsorption the inner layer holds no ions, so the same charge \(\sigma\) governs both drops:

\[
\phi_M=\Delta\phi_H(\sigma)+\phi_0(\sigma).
\]

A constant drop due to oriented solvent or to the metal itself disappears on differentiation. With \(1/C_H=d\Delta\phi_H/d\sigma\),

\[
\frac{1}{C_{\text{true}}}=\frac{d\phi_M}{d\sigma}=\frac1{C_H}+\frac1{C_d}.
\]

### The rough surface

If the Debye length is much smaller than the lateral scale of the roughness, each surface element carries the double layer of a flat surface. All elements share the potential of the metal and act in parallel. The total capacitance is \(C_{\text{true}}\) times the true area; divided by the geometric area it is \(C=RC_{\text{true}}\). Therefore, at zero charge,

\[
\frac1C=\frac{1}{R\,C_H}+\frac1R\,\frac1{C_{GC}} .
\]

The slope is \(b=1/R\) and the intercept is \(a=1/(RC_H)\). Solving for the unknowns,

\[
R=\frac1b,\qquad C_H=\frac{1}{Ra}=\frac ba .
\]

Within this law, \(C\) approaches \(RC_{GC}\) when the diffuse layer dominates (\(C_{GC}\ll C_H\)) and \(RC_H\) in the opposite case. The first limit holds only while \(\lambda\) stays small against the roughness. For the corrugation of period 1000 nm behind the data, \(C/C_{GC}\) is 1.17 at 0.01 mmol/L and, if the salt were the only source of ions, would fall towards 1 on further dilution, to 1.12 at \(10^{-3}\) mmol/L and 1.05 at \(10^{-4}\) mmol/L. In water this fall is masked: neutral water already holds \(10^{-4}\) mmol/L of H⁺ and OH⁻, and with these ions included, while \(C_{GC}\) is still computed from the salt alone, the ratio is 1.18 at \(10^{-3}\) mmol/L and about 1.5 at \(10^{-4}\) mmol/L. There is also a bound that needs no fit. Since \(C_{\text{true}}<C_{GC}\), every point obeys \(R>C/C_{GC}\). At 2 mmol/L this gives \(R>10.69/10.211=1.047\), so under the stated assumptions this electrode cannot be flat. The bound needs a single potential of zero charge: a flat surface with the 100 mV patches treated below would give \(C/C_{GC}=1.14\) at this concentration.

### The weighted fit

A relative error \(s\) in \(C\) is, to first order, a relative error \(s\) in \(y=1/C\). The absolute error of \(y_i\) is then \(s/C_i\), and least squares weights each squared residual by \(C_i^2/s^2\). Since \(C_iy_i=1\), one minimizes

\[
Q=\sum_i C_i^2\,(y_i-a-bx_i)^2=\sum_i\left[1-C_i(a+bx_i)\right]^2 .
\]

Setting the derivatives with respect to \(a\) and \(b\) to zero gives

\[
a\sum C^2+b\sum C^2x=\sum C,\qquad
a\sum C^2x+b\sum C^2x^2=\sum Cx .
\]

With \(C\) in µF/cm² and \(x\) in cm²/µF, the sums are

\[
\sum C^2=4566.4771,\quad \sum C^2x=116.78646,\quad \sum C^2x^2=4.369859,
\]
\[
\sum C=151.69,\quad \sum Cx=5.032395 .
\]

Many digits are kept because the next steps subtract numbers of similar size. The determinant is

\[
D=4566.4771\times4.369859-116.78646^2=6315.78 ,
\]

and Cramer's rule gives

\[
b=\frac{4566.4771\times5.032395-116.78646\times151.69}{D}=\frac{5264.98}{6315.78}=0.8336,
\]
\[
a=\frac{4.369859\times151.69-116.78646\times5.032395}{D}=\frac{75.148}{6315.78}=0.011898\ \text{cm}^2/\text{µF}.
\]

Hence

\[
R=\frac1{0.8336}=1.20,\qquad
C_H=\frac{0.83362}{0.011898}=70.1\ \text{µF/cm}^2=0.701\ \text{F/m}^2 .
\]

### The uncertainty

Let \(M\) be the matrix with rows \(C_i(1,x_i)\) and \(\theta=(a,b)^T\). The normal equations read \(M^T(\mathbf 1-M\theta)=0\). Start from perfect data, for which \(M\theta=\mathbf 1\), and change each \(C_i\) by the fraction \(g_i\). Row \(i\) of \(M\) changes by the same fraction, so \((\delta M\,\theta)_i=g_i\). The term with \(\delta M^T\) multiplies a vanishing residual and drops out. What remains is

\[
M^T(g+M\,\delta\theta)=0,\qquad \delta\theta=-(M^TM)^{-1}M^Tg .
\]

For independent \(g_i\) of variance \(s^2\), the covariance matrix of \((a,b)\) is

\[
s^2(M^TM)^{-1}=\frac{s^2}{D}
\begin{pmatrix}\sum C^2x^2&-\sum C^2x\\-\sum C^2x&\sum C^2\end{pmatrix}.
\]

With \(s=0.01\), the relative variances and covariance are

\[
\frac{\operatorname{var}b}{b^2}=1.04\times10^{-4},\quad
\frac{\operatorname{var}a}{a^2}=4.89\times10^{-4},\quad
\frac{\operatorname{cov}(a,b)}{ab}=-1.86\times10^{-4}.
\]

Since \(\delta R/R=-\delta b/b\), the relative error of \(R\) is \(\sqrt{1.04\times10^{-4}}=1.0\%\). For \(C_H=b/a\) one has \(\delta C_H/C_H=\delta b/b-\delta a/a\), and therefore

\[
\left(\frac{\delta C_H}{C_H}\right)^2=(1.04+4.89+2\times1.86)\times10^{-4}=9.65\times10^{-4},
\]

an error of 3.1%. Normally distributed 1% noise, added repeatedly to the data, gives spreads of 1.02% in \(R\) and 3.10% in \(C_H\), in agreement with the formulas. The answer is

\[
R=1.20\pm0.01,\qquad C_H=70\pm2\ \text{µF/cm}^2\ \text{of true area}.
\]

\(C_H\) is less certain than \(R\) mainly because it also depends on the intercept, whose own relative error is \(\sqrt{4.89\times10^{-4}}=2.2\%\). Independent errors of \(a\) and \(b\) would give 2.4% in \(C_H\). The negative covariance raises this to 3.1%: a line that is accidentally too steep tends to have too low an intercept, and the two errors reinforce each other in \(b/a\). The product \(RC_H=1/a=84\) µF/cm² is known to 2.2%. The tempting answer was too high by the factor \(R\), or 20%, far outside the error of the measurement.

The electrode behind the data has \(R=1.20\) and \(C_H=70.0\) µF/cm². Its surface is a cosine corrugation of period 1000 nm and amplitude 152.4 nm, and its capacitance was found from the linearized equation in two dimensions. Linearization is sufficient at zero charge, where an infinitesimal change of potential defines \(C\). The computed values depart from the straight-line law by less than 0.007% before rounding.

## When the slope is not the roughness

### Roughness finer than the Debye length

Take the surface \(z=h\cos qx\) with \(hq\ll1\) and \(\kappa h\ll1\), and leave out the inner layer, so that \(\phi=\phi_0\) on the surface. For small potentials \(\nabla^2\phi=\kappa^2\phi\). With \(p=\sqrt{\kappa^2+q^2}\), the solution to second order in \(h\) is

\[
\frac{\phi}{\phi_0}=(1+B)e^{-\kappa z}+A\,e^{-pz}\cos qx+\dots,
\]

where the dots stand for a term in \(\cos2qx\) that averages to zero at this order. On the surface, the first-order terms require \(-\kappa h+A=0\), so \(A=\kappa h\). The average of the second-order terms requires

\[
\frac{\kappa^2h^2}4-\frac{pAh}{2}+B=0,\qquad B=\frac{\kappa ph^2}{2}-\frac{\kappa^2h^2}{4}.
\]

The charge on the metal balances that of the solution, whose density is \(-\varepsilon\kappa^2\phi\). Integrating \(\varepsilon\kappa^2\phi\) from the surface outwards and averaging over \(x\), the three terms give

\[
\frac{\sigma}{\varepsilon\kappa\phi_0}
=\left(1+\frac{\kappa^2h^2}{4}\right)-\frac{\kappa^2h^2}{2}+B
=1+\frac{h^2\kappa}{2}(p-\kappa).
\]

This is the area factor seen by the diffuse layer. Because \(p-\kappa=q^2/(p+\kappa)\), it tends for \(\kappa\gg q\) to \(1+h^2q^2/4\). That is the true area factor, the average of \(\sqrt{1+h^2q^2\sin^2qx}\) to the same order. For \(\kappa\ll q\) it tends to 1: a thick diffuse layer does not follow the corrugation. A numerical solution with \(hq=0.05\) and \(\kappa/q=0.3\), 1 and 3 agrees with the predicted excess over 1 to within 1%.

Now shrink the example's corrugation to a period of 10 nm and an amplitude of 1.52 nm, keeping its shape, true area and \(C_H\). Here \(q=0.628\) nm⁻¹, so \(\kappa/q\) runs from 0.23 at 2 mmol/L to 1.66 at 100 mmol/L. The formula is only a guide here, since \(hq=0.96\) is not small and \(\kappa h\) reaches about 1.6 at 100 mmol/L. It says that the diffuse layer sees about 37% of the excess area at the dilute end and 92% at the concentrated end. The dilute points of the plot are thus raised the most, and the line becomes steeper. The full numerical solution, analysed as before, gives an apparent \(R=1.05\) and an apparent \(C_H=93\) µF/cm². The points miss the fitted line by at most 1.2%, hard to notice with 1% data.

### More than one potential of zero charge

Suppose instead that half of the surface has a potential of zero charge 100 mV above that of the other half, in patches much larger than \(\lambda\). Held midway, each half is 50 mV from its own zero. With constant \(C_H\), the diffuse-layer potential follows from

\[
u_0+\frac{C_{GC}}{C_H}\,2\sinh\frac{u_0}{2}=\frac{50\ \text{mV}}{25.69\ \text{mV}}=1.95 ,
\]

and \(C_d=C_{GC}\cosh(u_0/2)\) exceeds \(C_{GC}\). In dilute solution \(C_{GC}/C_H\) is small, \(u_0\) is larger, and the excess is greatest. The dilute points fall and the line flattens. With \(R=1.20\) and \(C_H=70\) µF/cm² unchanged, the fit returns \(R=1.69\) and \(C_H=41\) µF/cm², with a largest misfit of 1.3%. A nearly straight plot is therefore no proof that its slope measures area.

## Beside a real electrode

The parameters are meant only to be of the order of magnitude expected for a polished single-crystal silver face in dilute aqueous sodium fluoride, although fluoride is weakly adsorbed on silver, so the assumption of no specific adsorption holds there only approximately. The regular corrugation, with slopes up to 0.96, is a device for obtaining \(R=1.20\), not a picture of such a face. A polycrystalline electrode breaks the assumption of a single potential of zero charge; for the 100 mV split above, with patches much wider than \(\lambda\), this moves \(R\) by about 40%. Narrower patches share their diffuse layer and shift it less: for alternating stripes the nonlinear two-dimensional equation gives an apparent \(R\) of about 1.66 at a width of 100 nm, about 1.4 at 10 nm and little more than 1.2 at 3 nm. The low-index faces of silver differ by roughly 0.1 to 0.3 V, and the shift grows faster than the split: the same model gives an apparent \(R\) of 1.32 for 50 mV and 2.8 for 170 mV, the latter with a misfit of 2.1%, which a chi-square test at the 5% level on 1% data would detect about nine times in ten, against about four times in ten for the 100 mV split. The midway potential ceases to be a capacitance minimum from a split of about 0.21 V at 20 to 50 mmol/L and about 0.27 V at 2 mmol/L, so at 300 mV it is not a minimum at any of the six concentrations. This patch model gives all faces one constant \(C_H\), whereas on real faces \(C_H\) depends on the face and on the charge. Salt also lowers the permittivity. With a rough coefficient of 15 per mol/L, the apparent values become 1.202 and 69.2 µF/cm², a shift within the measurement error. Ion correlations are left out of the mean-field theory. Their importance is indicated by the Bjerrum length, 0.715 nm, divided by \(\lambda\): 0.11 at 2 mmol/L but 0.74 at 100 mmol/L. This ratio is not an error estimate, but it marks the concentrated points, the last two of which carry about 70% of the variance of the intercept, as the less secure ones.

## Computed values

```
Temperature 298.15 K, relative permittivity 78.4
Thermal voltage kT/e = 25.693 mV
Model behind the data: R = 1.20, C_H = 70.0 uF/cm2
Corrugation: period 1000 nm, amplitude 152.4 nm, largest slope 0.9575
c (mmol/L) | Debye length (nm) | C_GC (uF/cm2) | C data (uF/cm2) | x=1/C_GC (cm2/uF) | y=1/C (cm2/uF)
     2 |   6.798 |   10.211 |   10.69 | 0.097929 | 0.093545
     5 |   4.299 |   16.146 |   15.74 | 0.061936 | 0.063532
    10 |   3.040 |   22.834 |   20.66 | 0.043795 | 0.048403
    20 |   2.150 |   32.292 |   26.52 | 0.030968 | 0.037707
    50 |   1.360 |   51.057 |   35.43 | 0.019586 | 0.028225
   100 |   0.961 |   72.206 |   42.65 | 0.013849 | 0.023447
Largest deviation of unrounded data from line law: 0.006 %
Two-point (first, last): slope 0.8337, intercept 0.011900 cm2/uF
Two-point: R = 1.1994, C_H = 70.06 uF/cm2
Sum C^2 = 4566.4771 (uF/cm2)^2
Sum C^2 x = 116.78646 uF/cm2
Sum C^2 x^2 = 4.369859 (no unit)
Sum C = 151.69 uF/cm2
Sum C x = 5.032395 (no unit)
Weighted fit: slope 0.83362 (no unit), intercept 0.011898 cm2/uF
Roughness factor R = 1.1996
1/intercept = R*C_H = 84.04 uF/cm2 of geometric area
C_H = slope/intercept = 70.06 uF/cm2 of true area = 0.7006 F/m2
Largest relative misfit of the line: 0.017 %
Assumed relative error of each C: 1.0 %
Propagated error: R 1.02 %, C_H 3.11 %
Error from random noise: R 1.02 %, C_H 3.10 %
Neglected effects: apparent R | apparent C_H (uF/cm2) | largest misfit (%)
Fine corrugation, period 10 nm, amplitude 1.52 nm: 1.050 | 92.7 | 1.19
Patches split by 100 mV: 1.688 | 41.3 | 1.27
Permittivity lowered by 15 per mol/L (rough): 1.202 | 69.2 | 0.06
Bjerrum length 0.715 nm; ratio to Debye length: 0.105 at 2 mmol/L, 0.744 at 100 mmol/L
```
